\section*{Silicon doping and Schottky barrier height from a 1/C² plot}

\section*{Question}

I have an exercise about a metal contact on n-type silicon. The small-signal capacitance $C$ was measured at several reverse voltages, and the plot of $1/C^2$ against the applied voltage $V$ is a straight line. Forward bias counts as positive. Two readings from the line are
\[
\frac{1}{C^2}=6.60\times10^{-6}\ \mathrm{pF^{-2}}\ \text{at}\ V=0,
\qquad
\frac{1}{C^2}=5.46\times10^{-5}\ \mathrm{pF^{-2}}\ \text{at}\ V=-4\ \mathrm{V}.
\]
The diode area is $1.00\ \mathrm{mm^2}$ and the temperature is $300$ K. For silicon I am told to use the rough values $12$ for the relative permittivity and $1.1\,m_e$ for the density-of-states mass of the conduction band, all valleys included. I have to find the donor density and the barrier height.

I can extend the line to the voltage axis, but I don't know what the intercept means. If I treat the depletion layer as having a sharp edge, the intercept seems to be the built-in voltage. The exercise says that I must also add a ``thermal correction'' and a ``bulk Fermi offset''. Where do these two terms come from, why are both added rather than subtracted, and how much do they matter?

\section*{Answer}

The two terms have different origins. The bulk offset is there because the band bending and the barrier are measured from different levels. The thermal term is there because the edge of the depletion layer is not sharp. It is easiest to see the first on an energy diagram and the second in Poisson's equation.

\subsection*{Which energies add up to the barrier}

Let $q>0$ be the elementary charge. The barrier $\Phi_B$ is the height of the conduction-band edge at the contact above the Fermi level of the metal. At zero bias the metal and the semiconductor share one Fermi level. Start at that level deep inside the silicon and go up in two stages:

\begin{itemize}
\item from the Fermi level to the conduction-band edge in the bulk, an energy $qV_n$;
\item from the band edge in the bulk to the band edge at the contact, an energy $qV_{bi}$, where $V_{bi}$ is the built-in voltage.
\end{itemize}

The sum is the barrier:
\begin{equation}
\Phi_B=q\,(V_{bi}+V_n).
\label{ladder}
\end{equation}
Both terms are positive here, because the bands bend upward towards the contact and the Fermi level of moderately doped silicon lies below the band edge. A capacitance measurement senses the band bending, so it gives $V_{bi}$, and $V_n$ has to be supplied separately.

A forward voltage reduces the bending. With the whole applied voltage dropping across the depletion layer, the bending at the contact is $q\psi_s$ with
\begin{equation}
\psi_s=V_{bi}-V .
\label{bending}
\end{equation}
This assumes negligible series resistance and no insulating layer at the interface.

\subsection*{The charge, with the electron tail kept}

Take the donor density $N_D$ as uniform and the donors as fully ionized. Neglect holes and deep traps. Let $x$ run from the contact at $x=0$ into the silicon, and let $\phi(x)$ be the electrostatic potential, with $\phi=0$ in the neutral bulk. An electron has potential energy $-q\phi$, so upward bending means $\phi<0$. Define the bending in units of $kT$:
\[
u(x)=-\frac{q\phi(x)}{kT}\ge 0 .
\]
For a nondegenerate electron gas in equilibrium with the bulk, the electron density is $n=N_De^{-u}$. Under bias this relation can fail close to the metal, but in strong depletion the electrons there are so few that they hardly affect the charge. Where they do matter, near the inner edge of the layer, they are in good contact with the bulk.

The charge density is $\rho=q(N_D-n)=qN_D(1-e^{-u})$. Poisson's equation is $\phi''=-\rho/\varepsilon$, with $\varepsilon$ the permittivity of silicon. Multiplying by $-q/kT$ gives
\begin{equation}
u''=\frac{1-e^{-u}}{L_D^2},\qquad
L_D^2=\frac{\varepsilon kT}{q^2N_D}.
\label{poisson}
\end{equation}
The length $L_D$ is the Debye length. To integrate once, multiply by $u'$. The left side becomes the derivative of $u'^2/2$. Both $u$ and $u'$ vanish in the bulk, so
\begin{equation}
\frac{u'^2}{2}
=\frac{1}{L_D^2}\int_0^u(1-e^{-s})\,ds
=\frac{u-1+e^{-u}}{L_D^2}.
\label{first}
\end{equation}

The charge per unit area in the silicon follows from $\rho=\varepsilon(kT/q)u''$:
\[
Q=\int_0^\infty\rho\,dx
=\frac{\varepsilon kT}{q}\,\bigl[u'(\infty)-u'(0)\bigr]
=-\frac{\varepsilon kT}{q}\,u'(0).
\]
It is positive, because $u$ falls on going into the silicon. Square it, insert \eqref{first} at the contact, where $u=u_s=q\psi_s/kT$, and use the definition of $L_D$:
\begin{align}
Q^2
&=\frac{\varepsilon^2(kT)^2}{q^2}\,
\frac{2q^2N_D}{\varepsilon kT}\,(u_s-1+e^{-u_s})\nonumber\\
&=2\varepsilon N_D kT\,(u_s-1+e^{-u_s})\nonumber\\
&=2q\varepsilon N_D\left[\psi_s-\frac{kT}{q}\,(1-e^{-u_s})\right].
\label{charge}
\end{align}

A sharp-edged layer, with no electrons inside it, would give $Q^2=2q\varepsilon N_D\psi_s$. The extra term in \eqref{charge} comes from the electrons that spill into the edge of the layer. They neutralize some of the donors, so the same band bending goes with less net charge.

\subsection*{From charge to capacitance}

The small-signal capacitance is $C=A\,|dQ/dV|$, where $A$ is the area. By \eqref{bending}, $|dQ/dV|=dQ/d\psi_s$. Differentiate \eqref{charge}, using $du_s/d\psi_s=q/kT$:
\[
2Q\,\frac{dQ}{d\psi_s}=2q\varepsilon N_D\,(1-e^{-u_s})
\quad\Longrightarrow\quad
C=\frac{A\,q\varepsilon N_D\,(1-e^{-u_s})}{Q}.
\]
Now invert, square, and substitute \eqref{charge} for $Q^2$:
\begin{equation}
\frac{1}{C^2}
=\frac{2}{q\varepsilon N_DA^2}\,
\frac{\psi_s-(kT/q)(1-e^{-u_s})}{(1-e^{-u_s})^2}.
\label{full}
\end{equation}
When the bending is many $kT$, the exponentials can be dropped. With \eqref{bending} this leaves the straight line
\begin{equation}
\frac{1}{C^2}
=\frac{2}{q\varepsilon N_DA^2}
\left(V_{bi}-V-\frac{kT}{q}\right).
\label{line}
\end{equation}

Call the magnitude of the slope $b=-d(1/C^2)/dV$, and call $V_i$ the voltage at which the line reaches zero. Then
\begin{equation}
N_D=\frac{2}{q\varepsilon A^2b},
\qquad
V_i=V_{bi}-\frac{kT}{q}.
\label{slopeint}
\end{equation}
This settles the sign. The electron tail pulls the intercept below the built-in voltage, so you recover $V_{bi}$ by adding $kT/q$ to what you read. Equation \eqref{ladder} becomes
\begin{equation}
\frac{\Phi_B}{q}=V_i+\frac{kT}{q}+V_n .
\label{barrier}
\end{equation}

\subsection*{Why the intercept must be extrapolated}

Even in this ideal model, the curve does not follow the line down to zero. In a real diode, a large forward current can disturb the measurement there as well. As the forward voltage approaches $V_{bi}$, the bending $u_s$ goes to zero and the exponentials in \eqref{full} can no longer be dropped. Expanding for small $u_s$,
\[
\psi_s-\frac{kT}{q}(1-e^{-u_s})
=\frac{kT}{q}\,(u_s-1+e^{-u_s})
\approx\frac{kT}{q}\,\frac{u_s^2}{2},
\qquad
(1-e^{-u_s})^2\approx u_s^2 .
\]
The factors $u_s^2$ cancel, and
\[
\frac{1}{C^2}\to\frac{kT}{q^2\varepsilon N_DA^2}
=\left(\frac{L_D}{\varepsilon A}\right)^2 .
\]
Within this model, the flat-band capacitance is that of a plate capacitor of thickness $L_D$, and $1/C^2$ stays positive. The voltage $V_i$ is therefore a property of the line drawn through the strongly depleted points. Points close to $V_i$ should not be used in drawing it.

\subsection*{The bulk Fermi offset}

The doping found from the slope also fixes $V_n$. Measure the energy $E$ from the conduction-band edge in the bulk, so that the Fermi level is at $-qV_n$. For a parabolic band with density-of-states mass $m_d$, the number of states per volume and energy is
\[
g(E)=\frac{1}{2\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}\sqrt{E}.
\]
If the Fermi level lies several $kT$ below the band edge, the occupation is close to the Boltzmann factor $e^{-(E+qV_n)/kT}$. The integral needed is $\int_0^\infty\sqrt{E}\,e^{-E/kT}dE=\tfrac12\sqrt{\pi}\,(kT)^{3/2}$, so
\begin{align}
n&=\frac{1}{2\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}
\frac{\sqrt{\pi}}{2}\,(kT)^{3/2}\,e^{-qV_n/kT}\nonumber\\
&=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}e^{-qV_n/kT}
=N_c\,e^{-qV_n/kT},\nonumber\\
N_c&=2\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2}.
\label{nc}
\end{align}
The last form uses $\hbar=h/2\pi$. In the neutral bulk $n=N_D$. Taking the logarithm,
\begin{equation}
V_n=\frac{kT}{q}\ln\frac{N_c}{N_D}.
\label{offset}
\end{equation}

\subsection*{Your numbers}

\textbf{Slope and intercept.} The line rises as $V$ becomes more negative:
\[
b=\frac{5.46\times10^{-5}-0.66\times10^{-5}}{4}\ \mathrm{pF^{-2}\,V^{-1}}
=1.20\times10^{-5}\ \mathrm{pF^{-2}\,V^{-1}} .
\]
Starting from the reading at $V=0$, the line falls to zero at
\[
V_i=\frac{6.60\times10^{-6}}{1.20\times10^{-5}}\ \mathrm{V}=0.550\ \mathrm{V}.
\]

\textbf{Doping.} Convert to SI units before using \eqref{slopeint}. Since $1\ \mathrm{pF^{-2}}=10^{24}\ \mathrm{F^{-2}}$, the slope is $1.20\times10^{19}\ \mathrm{F^{-2}\,V^{-1}}$. The area is $10^{-6}\ \mathrm{m^2}$, so $A^2=10^{-12}\ \mathrm{m^4}$. The permittivity is $\varepsilon=1.0625\times10^{-10}$ F/m. Then
\begin{align*}
N_D&=\frac{2}{(1.602\times10^{-19})(1.0625\times10^{-10})(10^{-12})(1.20\times10^{19})}\ \mathrm{m^{-3}}\\
&=9.79\times10^{21}\ \mathrm{m^{-3}}
=9.79\times10^{15}\ \mathrm{cm^{-3}} .
\end{align*}

\textbf{Bulk offset.} At $300$ K, $kT/q=0.02585$ V, and \eqref{nc} with $m_d=1.1\,m_e$ gives $N_c=2.895\times10^{19}\ \mathrm{cm^{-3}}$. Hence
\[
V_n=0.02585\ \mathrm{V}\times
\ln\frac{2.895\times10^{19}}{9.79\times10^{15}}
=0.02585\ \mathrm{V}\times7.992=0.2066\ \mathrm{V}.
\]
The Fermi level is about $8\,kT$ below the band edge, which supports the use of the Boltzmann factor.

\textbf{Barrier.} The built-in voltage is $V_{bi}=0.5500+0.0259=0.5759$ V. Adding the offset,
\[
\Phi_B=(0.5759+0.2066)\ \mathrm{eV}=0.7825\ \mathrm{eV}.
\]
Since the silicon data have two figures, report
\[
N_D\approx9.8\times10^{15}\ \mathrm{cm^{-3}},
\qquad
\Phi_B\approx0.78\ \mathrm{eV}.
\]
The second figure of $N_D$ is only as good as the permittivity. Since $N_D\propto1/\varepsilon$, a relative permittivity between $11.5$ and $12.5$ gives $1.02\times10^{16}$ down to $9.4\times10^{15}\ \mathrm{cm^{-3}}$. Over that range, with the mass between $1.05\,m_e$ and $1.15\,m_e$, the barrier moves by about $3$ meV at most. At zero bias the bending is $0.5759/0.02585\approx22$ times $kT$, and reverse bias increases it. The exponentials dropped in \eqref{line} are therefore negligible at both of your readings.

\subsection*{How much each term matters}

Without the thermal term the barrier would come out as $0.757$ eV, too low by $kT=0.026$ eV. Without the bulk offset it would be $0.576$ eV, too low by $0.207$ eV. The bare intercept, $0.550$ eV, lacks both.

The thermal term can also be expressed as a change in the predicted readings. The line alone does not reveal the term, because its intercept fixes only the difference $V_{bi}-kT/q$. But suppose you kept the doping and took $0.757$ eV as the true barrier. The predicted line would then shift by $kT/q$ along the voltage axis, and at $V=0$ the value of $1/C^2$ would change by the fraction
\[
-\frac{kT/q}{V_i}=-\frac{0.02585}{0.550}=-4.7\,\%
\]
relative to your reading. A numerical solution of \eqref{poisson}, with the charge differentiated to obtain $C$ and the bulk Fermi level taken from full Fermi--Dirac statistics, gives the same $-4.70\,\%$. With the unrounded barrier, $0.78246$ eV, that solution returns $6.600\times10^{-6}$ and $5.460\times10^{-5}\ \mathrm{pF^{-2}}$ at your two voltages, in agreement with the readings.

\subsection*{How uncertain inputs affect the two answers}

At a fixed slope, \eqref{slopeint} gives $N_D\propto\varepsilon^{-1}A^{-2}$. An area larger by $5\,\%$ therefore lowers the doping by $9.3\,\%$, since $1.05^{-2}=0.907$. The barrier depends on the area through the logarithm in \eqref{offset} alone, and rises by
\[
kT\ln(1.05^2)=2.5\ \mathrm{meV}.
\]
In the same way, a permittivity larger by $5\,\%$ lowers $N_D$ by $4.8\,\%$ and raises the barrier by $1.3$ meV. A mass larger by $5\,\%$ leaves $N_D$ alone and raises the barrier by $1.9$ meV, because $N_c\propto m_d^{3/2}$.

The intercept has no such protection: at a fixed slope, an error of $10$ mV in $V_i$ is an error of $10$ meV in $\Phi_B$. For the barrier, care with the extrapolation pays more than a very accurate area. For the doping, a given percentage error in the area counts about twice as much as the same percentage error in the permittivity.

\subsection*{What a straight line does not prove}

A straight plot is consistent with uniform doping, but it does not guarantee that the intercept has the meaning used above. Suppose a thin insulating layer lies between the metal and the silicon, with capacitance $c_i$ per unit area and with no charge inside it or at its interface with the silicon. Part of the voltage now drops across it, even at zero bias. In this section let $V_{bi}$ stand for the sum of the two drops at zero bias, the one in the silicon and the one in the layer. Then \eqref{bending} is replaced by $V_{bi}-V=\psi_s+Q/c_i$. In strong depletion, \eqref{charge} gives $\psi_s=kT/q+Q^2/(2q\varepsilon N_D)$, and therefore
\[
V_{bi}-V-\frac{kT}{q}=\frac{Q^2}{2q\varepsilon N_D}+\frac{Q}{c_i}.
\]
Differentiating with respect to $Q$ gives the inverse capacitance per area,
\[
\frac{A}{C}=\left|\frac{dV}{dQ}\right|=\frac{Q}{q\varepsilon N_D}+\frac{1}{c_i}.
\]
Square this and use the previous equation to eliminate $Q$:
\begin{align*}
\frac{A^2}{C^2}
&=\frac{Q^2}{(q\varepsilon N_D)^2}+\frac{2Q}{q\varepsilon N_Dc_i}+\frac{1}{c_i^2}\\
&=\frac{2}{q\varepsilon N_D}\left(V_{bi}-V-\frac{kT}{q}\right)+\frac{1}{c_i^2}.
\end{align*}
The plot is still straight and has the same slope, so the doping is still correct. The intercept, however, lies above $V_{bi}-kT/q$ by $q\varepsilon N_D/(2c_i^2)$. In addition, the band bending in the silicon at zero bias is now only $V_{bi}-Q_0/c_i$, where $Q_0$ is the charge per area at $V=0$. The silicon band edge at the interface therefore lies at $q(V_{bi}-Q_0/c_i+V_n)$ above the Fermi level, and \eqref{barrier} overestimates this height by
\[
q\left[\frac{q\varepsilon N_D}{2c_i^2}+\frac{Q_0}{c_i}\right].
\]
Both terms tend to zero as the layer gets thinner and $c_i$ grows, but they need not be negligible. With your doping and intercept, a layer $1$ nm thick with relative permittivity $3.9$ would still give an error of about $12$ meV, roughly half the thermal term.

Finally, \eqref{poisson} contains the average electrostatic potential and not the attraction of a single electron to its image charge in the metal. The barrier you have found is the one before image-force lowering. An electron crossing the contact meets a lower maximum. With the field $Q/\varepsilon$ at the contact and the same permittivity, the lowering $q\sqrt{qQ/(4\pi\varepsilon^2)}$ is about $22$ meV at zero bias and $37$ meV at $-4$ V, comparable to the thermal term, so a barrier deduced from the current need not equal $0.78$ eV even for an ideal, uniform contact.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 300 K
Diode area: 1.00 mm^2
Relative permittivity (rough): 12
Density-of-states mass (rough): 1.1 m_e
Reading at 0 V: 6.600e-06 pF^-2
Reading at -4 V: 5.460e-05 pF^-2
Capacitance at 0 V: 389.2 pF
Capacitance at -4 V: 135.3 pF
Slope magnitude b: 1.2000e-05 pF^-2 V^-1
Voltage intercept V_i: 0.5500 V
Elementary charge: 1.60218e-19 C
Permittivity eps: 1.06250e-10 F/m
Donor density N_D: 9.7906e+15 cm^-3
Thermal voltage kT/q: 0.02585 V
Density of states N_c: 2.8951e+19 cm^-3
ln(N_c/N_D): 7.9919
Bulk offset V_n: 0.2066 V
Built-in voltage V_bi: 0.5759 V
Barrier height: 0.7825 eV
Barrier without thermal term: 0.7566 eV
Barrier without bulk offset: 0.5759 eV
Barrier if V_i is used alone: 0.5500 eV
Area +5%: N_D change -9.30 %
Area +5%: barrier change 2.52 meV
Permittivity +5%: N_D change -4.76 %
Permittivity +5%: barrier change 1.26 meV
Mass +5%: barrier change 1.89 meV
Simulated diode 1, temperature: 300 K
  N_D set, found: 1.0000e+16, 1.0000e+16 cm^-3
  Barrier set, found: 0.8000, 0.8000 eV
Simulated diode 2, temperature: 350 K
  N_D set, found: 2.0000e+17, 2.0000e+17 cm^-3
  Barrier set, found: 0.6500, 0.6500 eV
Poisson 1/C^2 at 0 V: 6.5999e-06 pF^-2
Poisson 1/C^2 at -4 V: 5.4600e-05 pF^-2
Misfit at 0 V without thermal term: -4.70 %
\end{verbatim}
